Why Random Force Errors Tend to Lower Simulated Crystal Conductivity

**Question.** A machine-learned potential reproduces the forces in a crystal with a small, apparently random error. Such errors have no preferred sign. Why, then, does the thermal conductivity from an equilibrium simulation tend to come out too low instead of scattering evenly about the right value, and how large is the effect?

**Answer.** Heat flow depends on how long each vibration keeps its energy, and a random force changes that energy whichever sign it has. For an error unrelated to the true forces, the added decay rate therefore goes as the square of the error. To see this, follow one normal mode.

**The work done by an error force**

The motion is classical, as in ordinary molecular dynamics. The algebra is in atomic units, and θ = k_B T denotes the thermal energy. Let Q be the mass-weighted coordinate of a mode with angular frequency ω, and let f be the error force on it, divided by the square root of the mass. Leave out the true anharmonic forces for the moment:

Q̈ + ω²Q = f, E = ½Q̇² + ½ω²Q².

Differentiating the energy gives

dE/dt = Q̇(Q̈ + ω²Q) = f Q̇.

The error of a learned potential is not noise drawn afresh at each time step. It is a fixed function of the atomic positions. It looks random to this mode because it depends on many other modes, whose phases keep changing. Three assumptions make that precise. The error is weak, has zero mean, and loses its memory in a time much shorter than the phonon lifetime. Its correlation function is C(t) = ⟨f(0)f(t)⟩.

The energy change in a time t is the integral of f Q̇, so its mean square contains ⟨f(s)f(s′)Q̇(s)Q̇(s′)⟩. To leading order f may be evaluated along the undisturbed motion of the other modes, which is independent of Q, and the average factorizes. For an undisturbed mode of energy E and random phase, Q̇ = √(2E) cos(ωs + φ), hence ⟨Q̇(s)Q̇(s′)⟩ = E cos ω(s − s′). The double integral depends on the time difference alone, and a difference s occurs with weight t − s, once for each sign:

⟨(ΔE)²⟩ = 2E ∫₀ᵗ (t − s) C(s) cos(ωs) ds.

Once t exceeds the memory time, the integral grows as t times ∫₀^∞ C(s) cos(ωs) ds. Define the spectrum and a rate by

S(ω) = 2 ∫₀^∞ C(s) cos(ωs) ds, G_err = S(ω)/(2θ).

Then ⟨(ΔE)²⟩ = 2Dt with D = G_err θE. The mode energy diffuses. Reversing the sign of f changes nothing here, and S, being a power spectrum, cannot be negative.

**Why diffusion becomes decay**

Assume now that the error force derives from a potential. The simulation then has a conserved energy and a stationary thermal state, in which a weakly coupled mode has the energy distribution p(E) = exp(−E/θ)/θ. Let A(E) be the mean drift of the energy. The probability current along the energy axis is

J = A p − d(Dp)/dE.

No probability crosses E = 0, so in the stationary state J vanishes at every energy. Since dp/dE = −p/θ,

A = dD/dE − D/θ = G_err θ − G_err E = −G_err (E − θ).

An excess energy thus decays at the rate G_err. Multiplying by the initial excess and averaging gives, for the normalized energy correlation c(t),

dc/dt = −G_err c, c(t) = exp(−G_err t).

The two parts of A have different origins. The first, G_err θ, is heating by the fluctuating force. To check this, note that f has by time s added the velocity ∫₀ˢ cos ω(s − s′) f(s′) ds′ to the mode. The mean power is f times this added velocity, ∫₀ˢ C(u) cos(ωu) du, which tends to S/2 = G_err θ. The second part, −G_err E, is friction. It arises because the mode acts back on the others through the same error potential. Together they make the mode behave like

Q̈ + G_err Q̇ + ω²Q = ξ(t),

where the noise ξ has spectrum S = 2G_err θ near ω. This is the noisy normal mode: its mean energy is right, but it forgets its energy too soon.

If the error forces derive from no potential, this friction is not guaranteed, and the crystal may heat. A thermostat can remove the heat, but the argument above then no longer fixes the decay rate.

A Hamiltonian model tests the argument with no noise put in by hand. One mode with ω = 1 and θ = 1 is coupled to 48 others through cubic terms with fixed random coefficients, and 3000 trajectories start from thermal conditions. At finite times the predicted decay is exp(−g), where

g(t) = (1/θ) ∫₀ᵗ (t − s) C(s) cos(ωs) ds.

At short times this follows from stationarity: ⟨(ΔE)²⟩ averaged over E is 2θ²g, and it also equals 2θ²(1 − c), because the energy variance is θ². A first set of couplings plays the part of the true anharmonic force. At a time lag of 36 its predicted exponent is 0.595. Fitting one scale factor to the simulated decay gives 0.587.

The friction can be removed by letting the mode feel the others but not act on them. With the true and error couplings both present, the mode then gains 1.05 θ by time 45, against a predicted 1.00 θ. With the reaction restored, its mean energy is 1.04 θ.

**When the rates add**

In a real crystal the mode also feels a true anharmonic force f₀, and the correlation function of the total force is

⟨(f₀ + f)(f₀ + f)′⟩ = ⟨f₀f₀′⟩ + ⟨ff′⟩ + ⟨f₀f′⟩ + ⟨ff₀′⟩,

where the prime marks the later time. If the error is uncorrelated with the true force, the last two terms vanish and

G = G₀ + G_err.

This condition is what "random" has to mean here. If instead the learned potential weakens every anharmonic coupling by a fraction ε, then f = −εf₀ and G = (1 − ε)²G₀, so the phonons live too long. In the model, weakening the couplings by 30 per cent lowers the exponent from 0.587 to 0.286, close to the factor 0.49. Such an error raises the conductivity.

One particular random error need not be exactly uncorrelated with the true force. Adding an independent set of error couplings to the model gives an exponent of 0.856; subtracting the same set gives 0.902. Both exceed 0.587. The cross terms have opposite signs in the two cases and cancel in the mean, leaving an increase of 0.292, against 0.267 predicted for the error alone.

Harmonic errors that respect the crystal's symmetry are a separate class. Their energy is quadratic in the displacements, and they couple only waves of the same wave vector. They alter frequencies and polarizations but cause no decay, and the resulting change in conductivity can have either sign.

**From lifetime to conductivity**

Take the heat current as the sum over travelling waves of velocity times excess energy, and let the waves relax independently. The Green-Kubo formula is

κ = [1/(V k_B T²)] ∫₀^∞ ⟨J_x(0)J_x(t)⟩ dt.

Each wave contributes v_x² times its energy variance (k_B T)² times the time integral of exp(−Gt), which is 1/G. Hence

κ = (k_B/V) Σ v_x²/G.

With the velocities held fixed, a larger G means a smaller κ.

There is one more point to settle. Over many possible errors the mean of G rises, but κ contains 1/G, and the mean of a reciprocal exceeds the reciprocal of the mean. Could this reverse the bias? Suppose that N equal scattering channels have amplitudes a_i, with G₀ = Σa_i², and that each receives an independent Gaussian error of variance s². For a smooth function φ of the amplitudes, the mean changes by ½s²∇²φ to leading order. In N dimensions, with ρ the length of the amplitude vector,

∇²ρⁿ = n(n + N − 2)ρⁿ⁻².

For φ = 1/G = ρ⁻² this is −2(N − 4)ρ⁻⁴. With r = Ns²/G₀ the mean relative added rate,

⟨G₀/G⟩ ≈ 1 − r(1 − 4/N).

With fewer than four channels the mean conductivity would rise. For r = 0.05, random sampling gives 1.018 with three channels and 0.957 with forty. What counts in N is the number of independent errors, not the number of channels. A mode in a large crystal has many channels, but a potential with the symmetry of the lattice gives them errors drawn from the same force constants. If the error sits in one constant that scales all amplitudes together, N is effectively one and the mean conductivity rises as 1 + 3r to leading order. This holds only while the error is too small to cancel the amplitude: a Gaussian error can carry a single amplitude through zero, and the strict average of 1/G then has no finite value. Errors confined to a few short-range cubic constants can likewise raise it. The fall prevails when the error is spread over many independent terms, most of them unrelated to the true force. Errors of that kind tend to lower κ, while a single fit may still do otherwise.

**The rate set by a force error**

Harmonic errors cause no decay, so count only the rest of the force error. The harmonic part includes the thermal average of higher terms. A quartic bond error gives a force proportional to x³ in the bond strain x; for Gaussian x of unit variance, its part 3x, linear in the strain, carries 9 of the 15 units of variance, and in a chain this part only shifts frequencies. Let it have the rms value σ per Cartesian component and a memory exp(−t/τ). This simple memory is a model choice. If the errors on different atoms are independent, a normalized mode receives the variance σ²/m, because its squared polarization components sum to one. The time integral is

∫₀^∞ exp(−t/τ) cos(ωt) dt = Re[1/(1/τ − iω)] = τ/(1 + ω²τ²),

so that

G_err = σ²τ/[mθ(1 + ω²τ²)].

At fixed σ this is small for very short memory, where successive kicks average out. It is small again for ωτ much greater than 1, where a nearly frozen force does little net work over a cycle. The maximum lies at ωτ = 1. The force error alone does not fix the damage; its memory matters too.

A short-ranged potential that depends on relative positions cannot produce independent atomic errors, since the forces from each of its local terms sum to zero over the few atoms within its range. A simple model places an independent random force on each nearest-neighbour bond, with opposite signs at the two ends. A wave of wave vector k receives from a bond d the factor |1 − exp(ik·d)|² = 2(1 − cos k·d). There is half a bond per neighbour and atom, which cancels the 2. Relative to independent errors of the same σ, the rate is multiplied by the average of 1 − cos k·d. Over all bond directions this is

h = 1 − sin(kd)/(kd) ≈ (kd)²/6 for small kd.

This assumes that neighbouring atoms move alike apart from the phase of the wave. In a diamond lattice the two sublattices also shift slightly against each other under strain. For long waves this changes the size of the factor, but not its growth as k². The simple form is used below for all acoustic waves. Random bond forces on a diamond lattice, for a wave six lattice constants long, gave h = 0.035, against 0.034 from the formula. A long wave barely strains a bond, so errors in the bond forces barely disturb it. That the rate itself grows as k² rests on the forces on different bonds being independent. An error with the symmetry of the lattice conserves wave vector, as the true force does, and its rate for long waves can follow a different power of k. The example below does not cover this.

**A mode in a silicon-like crystal**

Take T = 300 K, σ = 0.010 eV/Å and τ = 0.020 ps. The rms thermal force on an atom, taken per Cartesian component like σ, provides a useful scale. Each mode has mean-square acceleration ω²θ, so F_th² = mθ⟨ω²⟩, and a Debye spectrum with cutoff ω_D has ⟨ω²⟩ = 3ω_D²/5. Eliminating mθ,

G_err = (3/5)(σ/F_th)² ω_D²τ/(1 + ω²τ²).

Here F_th = 0.459 eV/Å and ω_D = 68.4 rad/ps. The force error is only 2.2 per cent of this thermal force. The Debye spectrum leaves out the optical modes, which make the thermal force in real silicon larger still. For a 4 THz mode, ω = 25.1 rad/ps and 1 + ω²τ² = 1.25, so independent errors give

G_err = 0.6 × 0.0218² × 68.4² × 0.020/1.25 ≈ 0.021 ps⁻¹.

Take the true rate as G₀ = Bω² with B = 5.31 × 10⁻⁵ ps, a value fixed below. Then G₀ = 0.0336 ps⁻¹, a lifetime of 29.8 ps. The tiny error competes with a rate that is itself tiny on the scale of the vibration. With independent errors the lifetime falls to 18.3 ps. If such errors came without any reaction, they would heat this mode at G_err T = 6.4 K/ps.

For bond errors, kd = 0.419 × 2.351 = 0.985 and h = 0.154. The added rate is 0.0033 ps⁻¹, and the lifetime is 27.2 ps.

**The whole acoustic spectrum**

Let three acoustic branches have the same speed v up to the Debye wave number k_D. The directional average of v_x² is v²/3, which cancels the number of branches, and the density of wave vectors per branch and volume is k²dk/(2π²):

κ = [k_B v²/(2π²)] ∫₀^{k_D} k² dk/G.

Without error, G₀ = Bv²k² and κ₀ = k_B k_D/(2π²B). The reference κ₀ = 150 W/(m K) and k_D = 1.139 Å⁻¹ fix the B used above. The reference is an input, not a prediction.

For independent errors of negligible memory time, G_err is a constant g₀ = σ²τ/(mθ). Put x² = g₀/(Bω_D²). Then

k²/(Bv²k² + g₀) = [1/(Bv²)] [1 − x²k_D²/(k² + x²k_D²)],

and integration gives

κ/κ₀ = 1 − x arctan(1/x) ≈ 1 − πx/2 + x² for small x.

Since x is proportional to σ, the loss starts linearly in the force error, although each rate is quadratic. The reason lies in the longest waves. Their true rate vanishes as k² while the error rate does not, so even a weak error dominates below a wave number x k_D. This linear start belongs to a crystal of unlimited size. In a periodic box of length L the smallest wave number is 2π/L. Once x k_D is well below it, the error rate is small beside every true rate, and the loss becomes quadratic in σ. For the example x = 0.327 and κ = 88.4 W/(m K); an explicit sum over wave vectors gives the same value. Including the 0.020 ps memory weakens the noise at high frequency and raises κ to 96.2 W/(m K).

For bond errors both rates vanish as k². Their ratio stays finite, and the loss starts as σ². The conductivities, with memory included, are:

σ = 0.005 eV/Å: independent 118.5, bond 147.0 W/(m K)
σ = 0.010 eV/Å: independent 96.2, bond 138.9 W/(m K)
σ = 0.020 eV/Å: independent 65.9, bond 114.4 W/(m K)

At 0.010 eV/Å the loss relative to κ₀ is 36 per cent for independent errors and 7 per cent for bond errors. The same force error thus gives losses that differ fivefold, according to how the errors on neighbouring atoms are related.

This matters for extrapolation to zero error. From the first two bond values, a law quadratic in σ gives 147.0 + (147.0 − 138.9)/3 = 149.7 W/(m K), close to the reference. A straight line in σ gives 155.1 W/(m K), which is too high. The quadratic rule holds for small, uncorrelated errors of this type, with the memory time unchanged as σ varies and with true rates that vanish as ω² for long waves. Independent noise added by a thermostat disturbs long waves far more, and in a large enough crystal its loss starts linearly, so equal force amplitudes of the two kinds are not interchangeable.

**How this compares with real silicon**

The lattice constant, the averaged sound speed of 60 Å/ps and the reference conductivity are rough typical values for silicon near room temperature. The force error and its memory are chosen, so the 7 per cent is an estimate within the model, not a measured bias. The assumption of one constant speed matters most among the changes tried. If the branches bend over towards short waves, with κ₀ held fixed, the loss grows from 7 to 17 per cent. There are two main reasons. Slow short waves carry less heat, so a smaller true scattering coefficient B is needed to keep κ₀. Their frequencies are also lower, which reduces their true rates Bω² further. The same error weighs more against these smaller rates. Memory times of 0.010 and 0.040 ps give 5 and 9 per cent, and quantum heat capacities give 8 per cent. Waves longer than 100 Å, which carry 5.5 per cent of κ₀ in this model, do not fit into a simulation box of that length. Heat carried by optical modes and the collective drift of phonons are left out and not sized. The law G₀ = Bω² is itself an assumption. If the true rates fell faster than ω² towards long waves, independent bond errors would weigh more there and the loss would be larger. This need not carry over to an error with the symmetry of the lattice, which obeys the same conservation of wave vector as the true force. With this law kept, and for bond errors of 0.010 eV/Å, the changes in branch shape, memory time and heat capacity, made one at a time, give losses between 5 and 17 per cent. Bent branches together with a longer memory give more than 20 per cent. All these figures also assume that the error forces cancel across a nearest-neighbour bond. Since h grows as d² for long waves, errors that cancel only over a longer range, as a potential reaching several neighbour shells allows, give a larger loss, about twice as large if d is the second-neighbour distance. The example therefore supports an order of magnitude, not a precise figure. The numerical output below lists the values used.

Table of computed values

```
HAMILTONIAN TEST (kT = w = 1), decay exponent at lag 36
true force only: simulated 0.587, predicted 0.595, mean energy 1.013
true + random error: simulated 0.856, predicted 0.818, mean energy 1.038
true - random error: simulated 0.902, predicted 0.907, mean energy 1.013
true force weakened 30%: simulated 0.286, predicted 0.291, mean energy 0.994
added by error, mean of both signs: 0.292, pred. 0.267
heating without reaction, time 45: 1.050 kT, predicted 1.003 kT
mean G0/G, 3 channels, added rate 0.05: 1.0176
mean G0/G, 40 channels, added rate 0.05: 0.9568
SILICON-LIKE CRYSTAL, inputs
temperature 300 K, kT 0.02585 eV, mass 28.085 u
lattice constant 5.43 A, bond 2.351 A
sound speed 60 A/ps, reference kappa 150 W/(m K)
force error 0.010 eV/A, memory 0.020 ps
largest wave number 1.139 1/A, w_D 68.4 rad/ps
true-rate coefficient B 5.313e-05 ps
rms thermal force 0.459 eV/A, error/thermal 0.0218
NOISY MODE at 4.0 THz, wave number 0.419 1/A
true rate 0.03356 1/ps, lifetime 29.8 ps
error rate, independent atoms 0.02122 1/ps
error rate, action-reaction 0.00327 1/ps
lifetime, independent atoms 18.3 ps
lifetime, action-reaction 27.2 ps
heating if no reaction, independent atoms 6.37 K/ps
CONDUCTIVITY
error 0.005 eV/A: independent 118.5, action-reaction 147.0 W/(m K)
error 0.010 eV/A: independent 96.2, action-reaction 138.9 W/(m K)
error 0.020 eV/A: independent 65.9, action-reaction 114.4 W/(m K)
loss at 0.010 eV/A: independent 35.9 %, action-reaction 7.4 %
white independent noise: x 0.327, law 88.4, mode sum 88.4 W/(m K)
loss factor on doubling a small error: independent 1.956, action-reaction 3.997
long-wave noise share: lattice 0.0349, formula 0.0339
NEGLECTED EFFECTS, loss with action-reaction errors
quantum heat capacity: 8.2 %
bent dispersion: 17.0 %
memory 0.010 ps: 4.8 %
memory 0.040 ps: 9.3 %
kappa share below lowest wave of 100 A box: 5.5 %
relative frequency shift of mode, upper size: 0.00105
```
